# Antisymmetric exchange and weak ferromagnetism in centrosymmetric hematite: a numerical check

```python
"""
Result under test: a crystal with inversion centres can have antisymmetric
exchange D_ij.(S_i x S_j) on bonds whose midpoint is not such a centre.
In the corundum structure with hematite order it gives a weak moment when the
spins lie in the basal plane, and none when they lie along the c axis (z).

Energy per Fe pair divided by the Fe moment mu (all fields in tesla):
  B_E m1.m2 + B_D z.(m1 x m2) - B_K/2 (m1z^2 + m2z^2) - B.(m1 + m2)
m1, m2: unit vectors of the sublattices; B_E: exchange field; B_D: antisymmetric
exchange field; B_K: axial anisotropy field; B: applied field.
Small-canting result: (m1+m2)/2 = B_D/(2 B_E) * ((m1-m2)/2 x z).
"""
import itertools
import numpy as np
from scipy.constants import physical_constants, k as k_B, e as charge, mu_0
from scipy.optimize import minimize

rng = np.random.default_rng(7)
mu_B = physical_constants["Bohr magneton"][0]
z_axis = np.array([0.0, 0.0, 1.0])

# ---------- crystal structure (rough hematite-like values) ----------
a_nm, c_nm, z_fe, x_ox = 0.50, 1.37, 0.355, 0.31
cell = np.array([[a_nm, -a_nm / 2, 0],
                 [0, a_nm * np.sqrt(3) / 2, 0],
                 [0, 0, c_nm]])
centring = np.array([[0, 0, 0], [2/3, 1/3, 1/3], [1/3, 2/3, 2/3]])
fe_basis = np.array([[0, 0, 0.5 - z_fe], [0, 0, z_fe],
                     [0, 0, 1 - z_fe], [0, 0, 0.5 + z_fe]])
ox_basis = np.array([[x_ox, 0, .25], [0, x_ox, .25], [-x_ox, -x_ox, .25],
                     [-x_ox, 0, .75], [0, -x_ox, .75], [x_ox, x_ox, .75]])
iron = np.vstack([(fe_basis + t) % 1 for t in centring])
oxygen = np.vstack([(ox_basis + t) % 1 for t in centring])
atoms = np.vstack([iron, oxygen])
species = np.array([0] * len(iron) + [1] * len(oxygen))
n_fe = len(iron)

# ---------- symmetry operations found from the atomic positions ----------
sixfold = np.array([[1, -1, 0], [1, 0, 0], [0, 0, 1]])
twofold = np.array([[0, 1, 0], [1, 0, 0], [0, 0, -1]])
unit = np.eye(3, dtype=int)
lattice_rotations = [s * np.linalg.matrix_power(sixfold, p) @ q
                     for s in (1, -1) for p in range(6) for q in (unit, twofold)]


def match_atoms(image, positions, kinds):
    """Return (all matched, partner index, lattice shift) for moved atoms."""
    diff = image[:, None, :] - positions[None, :, :]
    shift = np.rint(diff)
    same = (np.abs(diff - shift) < 1e-6).all(axis=2)
    same &= kinds[:, None] == kinds[None, :]
    partner = same.argmax(axis=1)
    shifts = shift[np.arange(len(image)), partner].astype(int)
    return same.any(axis=1).all(), partner, shifts


def find_operations(positions, kinds):
    found = []
    for W in lattice_rotations:
        R = cell @ W @ np.linalg.inv(cell)
        axial = np.linalg.det(R) * R          # action on an axial vector
        for target in range(n_fe):
            move = positions[target] - W @ positions[0]
            ok, partner, shifts = match_atoms(positions @ W.T + move,
                                              positions, kinds)
            if ok:
                found.append((W, axial, partner, shifts))
    return found


operations = find_operations(atoms, species)
operations_fe_only = find_operations(iron, species[:n_fe])
assert len(operations) == 36
assert any(np.array_equal(op[0], -unit) for op in operations)

# ---------- Fe-Fe bonds: (first atom, second atom, cell shift) ----------
bond_vector = {}
for i, j in itertools.product(range(n_fe), repeat=2):
    for n in itertools.product(range(-2, 3), repeat=3):
        r = cell @ (iron[j] + np.array(n) - iron[i])
        if 1e-6 < np.linalg.norm(r) < 0.52:
            bond_vector[(i, j, n)] = r


def reverse(bond):
    i, j, n = bond
    return (j, i, tuple(-q for q in n))


def move_bond(bond, op):
    i, j, n = bond
    W, _, partner, shifts = op
    new = W @ np.array(n) + shifts[j] - shifts[i]
    return (int(partner[i]), int(partner[j]), tuple(int(q) for q in new))


def allowed_projector(bond, ops):
    """Projector on the D vectors that the symmetry of the bond permits."""
    terms = []
    for op in ops:
        image = move_bond(bond, op)
        if image == bond:
            terms.append(op[1])
        elif image == reverse(bond):
            terms.append(-op[1])
    return np.mean(terms, axis=0)


def inversion_at_midpoint(bond):
    i, j, n = bond
    centre = (iron[i] + iron[j] + np.array(n)) / 2
    return bool(match_atoms(2 * centre - atoms, atoms, species)[0])


dimension, centred = {}, {}
for bond in bond_vector:
    dimension[bond] = int(round(np.trace(allowed_projector(bond, operations))))
    centred[bond] = inversion_at_midpoint(bond)
    assert (dimension[bond] == 0) == centred[bond]

shortest = min((b for b in bond_vector if b[0] == 0),
               key=lambda b: np.linalg.norm(bond_vector[b]))
assert np.allclose(allowed_projector(shortest, operations),
                   np.outer(z_axis, z_axis), atol=1e-9)
dimension_fe_only = int(round(np.trace(
    allowed_projector(shortest, operations_fe_only))))
assert dimension_fe_only == 0 and dimension[shortest] == 1

# ---------- arbitrary bond vectors, made to obey the crystal symmetry ----------
raw = {}
for bond in bond_vector:
    back = reverse(bond)
    raw[bond] = -raw[back] if back in raw else rng.normal(size=3)
D = {bond: np.mean([op[1].T @ raw[move_bond(bond, op)] for op in operations],
                   axis=0) for bond in bond_vector}

hematite_order = np.tile([1, -1, -1, 1], 3)
alternating_order = np.tile([1, -1, 1, -1], 3)


def site_sums(order, relation):
    """Sum of D from each site to sites of equal (+1) or opposite (-1) spin."""
    total = np.zeros((n_fe, 3))
    for (i, j, n), vector in D.items():
        if order[i] * order[j] == relation:
            total[i] += vector
    return total


def addition_ratio(order):
    up = site_sums(order, -1)[order == 1]
    lengths = np.linalg.norm(up, axis=1)
    assert lengths.min() > 1e-2
    return np.linalg.norm(up.sum(axis=0)) / lengths.sum()


hematite_sites = site_sums(hematite_order, -1)
assert np.allclose(hematite_sites[:, :2], 0, atol=1e-10)
assert np.allclose(hematite_sites[:, 2] * hematite_order,
                   hematite_sites[0, 2], atol=1e-10)
assert np.allclose(site_sums(hematite_order, 1), 0, atol=1e-10)
ratio_hematite = addition_ratio(hematite_order)
ratio_alternating = addition_ratio(alternating_order)
assert abs(ratio_hematite - 1) < 1e-9 and ratio_alternating < 1e-9

# gradient-linear (spiral-forming) tensor, for each pair of sublattices
gradient_ratios = []
for first, second in ((1, 1), (1, -1), (-1, -1)):
    pieces = [np.outer(D[b], bond_vector[b]) for b in D
              if hematite_order[b[0]] == first and hematite_order[b[1]] == second]
    gradient_ratios.append(np.linalg.norm(sum(pieces))
                           / sum(np.linalg.norm(p) for p in pieces))
gradient_ratio = max(gradient_ratios)
one_site = sum(np.outer(D[b], bond_vector[b]) for b in D if b[0] == 0)
assert gradient_ratio < 1e-9 and np.linalg.norm(one_site) > 1e-3


# ---------- canting: minimization over both spin directions ----------
def relax(B_E, B_D, B_K, B_applied=0.0):
    """Lowest state from several random starts: (energy/mu, m1, m2)."""
    B = np.array([B_applied, 0.0, 0.0])

    def energy_and_slope(flat):
        v = flat.reshape(2, 3)
        length = np.linalg.norm(v, axis=1)
        m1, m2 = v / length[:, None]
        s = m1 + m2
        # B_E m1.m2 = B_E |m1+m2|^2/2 - B_E; the constant is restored below
        energy = (B_E * (s @ s) / 2 + B_D * (z_axis @ np.cross(m1, m2))
                  - B_K / 2 * (m1[2]**2 + m2[2]**2) - B @ s)
        g1 = B_E * s + B_D * np.cross(m2, z_axis) - B_K * m1[2] * z_axis - B
        g2 = B_E * s + B_D * np.cross(z_axis, m1) - B_K * m2[2] * z_axis - B
        slope = np.array([(g1 - (g1 @ m1) * m1) / length[0],
                          (g2 - (g2 @ m2) * m2) / length[1]])
        return energy, slope.ravel()

    best = None
    for _ in range(8):
        run = minimize(energy_and_slope, rng.normal(size=6), jac=True,
                       method="BFGS", options={"gtol": 1e-9, "maxiter": 3000})
        if best is None or run.fun < best.fun:
            best = run
    v = best.x.reshape(2, 3)
    m1, m2 = v / np.linalg.norm(v, axis=1)[:, None]
    return best.fun - B_E, m1, m2


B_E, B_D, B_aniso, B_test = 900.0, 2.0, 0.02, 1.0
canting = 0.5 * np.arctan(B_D / B_E)

_, m1, m2 = relax(B_E, B_D, -B_aniso)
M_plane, L_plane = (m1 + m2) / 2, (m1 - m2) / 2
net_plane = np.linalg.norm(M_plane)
assert abs(net_plane / np.sin(canting) - 1) < 1e-3
predicted = B_D / (2 * B_E) * np.cross(L_plane, z_axis)
assert np.linalg.norm(M_plane - predicted) < 1e-3 * net_plane

_, m1, m2 = relax(B_E, B_D, +B_aniso)
net_axial = np.linalg.norm(m1 + m2) / 2
assert net_axial < 1e-3 * net_plane and abs(m1[2]) > 0.999

_, m1, m2 = relax(B_E, B_D, -B_aniso, B_test)
net_field = (m1 + m2)[0] / 2
assert abs(net_field / ((B_D + B_test) / (2 * B_E)) - 1) < 1e-3

# switch between planar and axial spins, tested at strong canting
strong = 0.3
switch_strong = np.hypot(1, strong) - 1
energy, m1, m2 = relax(1.0, strong, 0.9 * switch_strong)
assert abs(energy + np.hypot(1, strong)) < 1e-7
assert abs(np.linalg.norm(m1 + m2) / 2 - np.sin(np.arctan(strong) / 2)) < 1e-4
energy, m1, m2 = relax(1.0, strong, 1.1 * switch_strong)
assert abs(energy + 1 + 1.1 * switch_strong) < 1e-7
assert np.linalg.norm(m1 + m2) / 2 < 1e-4
B_switch = np.hypot(B_E, B_D) - B_E
assert abs(B_switch / (B_D**2 / (2 * B_E)) - 1) < 1e-4

# ---------- thermal shortening: explicit sum over spin levels ----------
spin, moment_muB = 2.5, 4.6
mu = moment_muB * mu_B
levels = np.arange(-spin, spin + 1) / spin
T_neel_model = mu * np.hypot(B_E, B_D) * (spin + 1) / (3 * spin * k_B)


def thermal_sublattices(T, steps=300):
    def average(field):
        size = np.linalg.norm(field)
        weight = np.exp(mu * size / (k_B * T) * (levels - 1))
        return field / size * (weight @ levels) / weight.sum()
    p1, p2 = np.array([1.0, 0, 0]), np.array([-0.8, 0.6, 0])
    for _ in range(steps):
        p1 = average(-(B_E * p2 + B_D * np.cross(p2, z_axis)))
        p2 = average(-(B_E * p1 + B_D * np.cross(z_axis, p1)))
    return p1, p2


T_use, T_neel_rough = 300.0, 950.0
p1, p2 = thermal_sublattices(T_use / T_neel_rough * T_neel_model)
shortening = np.linalg.norm(p1)
hot_ratio = np.linalg.norm(p1 + p2) / np.linalg.norm(p1 - p2)
assert abs(hot_ratio / np.tan(canting) - 1) < 1e-6
assert np.linalg.norm(thermal_sublattices(1.05 * T_neel_model)[0]) < 1e-5
assert np.linalg.norm(thermal_sublattices(0.95 * T_neel_model)[0]) > 0.1

# ---------- magnetization of the example ----------
volume_nm3 = np.linalg.det(cell)
density = n_fe / (volume_nm3 * 1e-27)
M_full = density * mu
M_weak = M_full * net_plane
M_hot = M_weak * shortening
demag = mu_0 * M_weak

print("SYMMETRY (rough hematite-like structure)")
print(f"a = {a_nm:.2f} nm, c = {c_nm:.2f} nm")
print(f"Fe coordinate z = {z_fe:.3f}, O coordinate x = {x_ox:.2f} (fractions)")
print(f"symmetry operations per hexagonal cell: {len(operations)}")
print("Fe-Fe shells: length, neighbours, spins, centre at midpoint, free D comps")
shells = {}
for bond, r in bond_vector.items():
    if bond[0] == 0:
        shells.setdefault(round(float(np.linalg.norm(r)), 4), []).append(bond)
for length in sorted(shells)[:5]:
    group = shells[length]
    b = group[0]
    assert len({dimension[q] for q in group}) == 1
    parallel = hematite_order[b[0]] == hematite_order[b[1]]
    print(f"  {length:.4f} nm, {len(group)}, "
          f"{'parallel' if parallel else 'antiparallel'}, "
          f"{'yes' if centred[b] else 'no'}, {dimension[b]}")
print(f"free D components, shortest bond, oxygens removed: {dimension_fe_only}")
print("|sum of site D| / sum of |site D| over one sublattice:")
print(f"  order + - - + (hematite): {ratio_hematite:.3f}")
print(f"  order + - + -           : {ratio_alternating:.3f}")
print(f"gradient-linear term, relative to its parts: {gradient_ratio:.3f}")
print("CANTING (rough hematite-like fields)")
print(f"exchange field B_E = {B_E:.0f} T")
print(f"antisymmetric exchange field B_D = {B_D:.1f} T")
print(f"anisotropy field size |B_K| = {B_aniso:.3f} T")
print(f"moment per Fe = {moment_muB:.1f} Bohr magnetons")
print(f"mu B_E = {mu * B_E / charge * 1e3:.1f} meV")
print(f"mu B_D = {mu * B_D / charge * 1e3:.3f} meV")
print(f"canting angle per sublattice = {canting * 1e3:.3f} mrad")
print(f"canting angle per sublattice = {np.degrees(canting):.4f} degrees")
print(f"net fraction of moment, planar spins (minimized) = {net_plane:.3e}")
print(f"net fraction of moment, axial spins (minimized) = {net_axial:.6f}")
print(f"net moment per Fe, planar = {moment_muB * net_plane:.3e} Bohr magnetons")
print(f"switching anisotropy field B_K* = {B_switch * 1e3:.3f} mT")
print(f"cell volume = {volume_nm3:.4f} nm^3, Fe atoms in cell = {n_fe}")
print(f"magnetization if all moments were parallel = {M_full / 1e3:.0f} kA/m")
print(f"weak magnetization, planar, T = 0 model = {M_weak / 1e3:.3f} kA/m")
print("NEGLECTED EFFECTS")
print(f"rough real Neel temperature used for scaling = {T_neel_rough:.0f} K")
print(f"mean-field Neel temperature of the model = {T_neel_model:.0f} K")
print(f"sublattice length at {T_use:.0f} K (scaled) = {shortening:.4f}")
print(f"weak magnetization at {T_use:.0f} K = {M_hot / 1e3:.3f} kA/m")
print(f"largest demagnetizing field = {demag * 1e3:.2f} mT")
print(f"  relative to B_D = {demag / B_D * 100:.3f} percent")
print(f"applied field along weak moment = {B_test:.1f} T")
print(f"  net fraction of moment then = {net_field:.3e}")
print(f"  increase over zero field = {(net_field / net_plane - 1) * 100:.1f} percent")
print("finished without a failed check")
```

Running it gives:

```
SYMMETRY (rough hematite-like structure)
a = 0.50 nm, c = 1.37 nm
Fe coordinate z = 0.355, O coordinate x = 0.31 (fractions)
symmetry operations per hexagonal cell: 36
Fe-Fe shells: length, neighbours, spins, centre at midpoint, free D comps
  0.2877 nm, 1, antiparallel, no, 1
  0.2947 nm, 3, parallel, yes, 0
  0.3345 nm, 3, antiparallel, no, 2
  0.3681 nm, 6, antiparallel, no, 3
  0.3973 nm, 1, parallel, yes, 0
free D components, shortest bond, oxygens removed: 0
|sum of site D| / sum of |site D| over one sublattice:
  order + - - + (hematite): 1.000
  order + - + -           : 0.000
gradient-linear term, relative to its parts: 0.000
CANTING (rough hematite-like fields)
exchange field B_E = 900 T
antisymmetric exchange field B_D = 2.0 T
anisotropy field size |B_K| = 0.020 T
moment per Fe = 4.6 Bohr magnetons
mu B_E = 239.6 meV
mu B_D = 0.533 meV
canting angle per sublattice = 1.111 mrad
canting angle per sublattice = 0.0637 degrees
net fraction of moment, planar spins (minimized) = 1.111e-03
net fraction of moment, axial spins (minimized) = 0.000000
net moment per Fe, planar = 5.111e-03 Bohr magnetons
switching anisotropy field B_K* = 2.222 mT
cell volume = 0.2966 nm^3, Fe atoms in cell = 12
magnetization if all moments were parallel = 1726 kA/m
weak magnetization, planar, T = 0 model = 1.918 kA/m
NEGLECTED EFFECTS
rough real Neel temperature used for scaling = 950 K
mean-field Neel temperature of the model = 1298 K
sublattice length at 300 K (scaled) = 0.9689
weak magnetization at 300 K = 1.858 kA/m
largest demagnetizing field = 2.41 mT
  relative to B_D = 0.120 percent
applied field along weak moment = 1.0 T
  net fraction of moment then = 1.667e-03
  increase over zero field = 50.0 percent
finished without a failed check
```
